# Persistent photoconductivity with a recombination barrier that rises during decay, part 1

(Sections cited here and not found follow in the second part.)

## First half: the barrier, the capture law and the simplest decay

An amorphous-oxide semiconductor film of thickness $d$ and permittivity $\varepsilon$ lies on a gate insulator. The coordinate $z$ runs from the front face, $z=0$, next to the insulator, to the back face, $z=d$. Positive charge on the gate holds a thin electron channel at the front. The back face carries fixed negative charge, $N_A$ elementary charges per area.

Earlier illumination created electron–hole pairs. The holes are trapped at the back face, with density $N(t)$ per area, and their partner electrons have joined the channel. At $t=0$ the light goes off and $N=N_0<N_A$. The extra electrons keep the conductance above its dark value until they cross the film and recombine with the holes. The problem is to find how this persistent photoconductivity decays.

The assumptions are these.

- Holes disappear by electron capture at the back face. Their thermal release is ignored.
- The gate charge per area stays fixed. There is no field outside the back face, no charge at the insulator interface and no fixed charge inside the film.
- The sheet charges are smeared uniformly over their planes.
- Electrons obey Boltzmann statistics and are in equilibrium with one another across the film.
- The mobility $\mu$ is constant.

The elementary charge $q$ is positive. The channel holds $N_d$ electrons per area when $N=0$. Three ratios will be used:

$$x=\frac{N}{N_0},\qquad b=\frac{N_A}{N_0}>1,\qquad \delta=\frac{N_d}{N_0}.$$

The photoconductance per square is $q\mu N=q\mu N_0x$, so $x$ is also the remaining fraction of the initial photoconductance.

The numerical example has $d=50$ nm, $\varepsilon=10\,\varepsilon_0$, $T=300$ K ($kT=0.02585$ eV), $N_0=4.0\times10^{11}$, $N_A=9.0\times10^{11}$ and $N_d=2.0\times10^{11}$ cm$^{-2}$. Hence $b=2.25$ and $\delta=0.50$. These are round values in the regime of an indium-gallium-zinc-oxide transistor.

**(a) Find the electric field at both faces of the film. How does the energy that an electron needs to cross the film depend on $N$?**

*Solution.* Let $F(z)$ be the $z$ component of the electric field, positive when it points from front to back. The back face carries net charge $-q(N_A-N)$ per area. The displacement is $\varepsilon F(d)$ just inside this face and zero outside. Gauss's law says that displacement outside minus displacement inside equals the sheet charge:

$$0-\varepsilon F(d)=-q(N_A-N).$$

The back field is therefore

$$F_b=\frac{q(N_A-N)}{\varepsilon}=\frac{qN_0}{\varepsilon}(b-x).$$

Each trapped hole has a partner in the channel, so the film contains $N_d+N$ mobile electrons per area. Inside the film Gauss's law reads $dF/dz=-qn/\varepsilon$, where $n(z)$ is the electron density per volume. Integration from front to back gives

$$F_b-F_f=-\frac{q}{\varepsilon}(N_d+N),$$

and hence

$$F_f=\frac{q(N_A-N)}{\varepsilon}+\frac{q(N_d+N)}{\varepsilon}=\frac{q(N_A+N_d)}{\varepsilon}=\frac{qN_0}{\varepsilon}(b+\delta).$$

The hole density cancels, as it must when the gate charge is fixed. In the example $F_f=0.199$ MV/cm. The back field rises from $0.0905$ MV/cm at $x=1$ to $0.163$ MV/cm at $x=0$.

An electron has potential energy $U=-q\phi$, where $\phi$ is the electrostatic potential. Since $F=-d\phi/dz$, we have $dU/dz=qF$. With $F>0$ the energy rises towards the back. Outside the thin channel the field is nearly $F_b$, so the barrier is, apart from a channel correction found in part (b),

$$E=qF_bd=\frac{q^2(N_A-N)d}{\varepsilon}=\Delta\,(b-x),\qquad \Delta=\frac{q^2N_0d}{\varepsilon}.$$

The barrier is that of a parallel-plate capacitor, and it rises linearly as trapped holes disappear. Positive holes partly cancel the negative charge that repels electrons from the back. Each capture removes some of this cancellation and makes the next capture harder.

For the example,

$$\frac{\Delta}{q}=\frac{(1.602\times10^{-19}\ \mathrm{C})(4.0\times10^{11}\ \mathrm{cm^{-2}})(5.0\times10^{-6}\ \mathrm{cm})}{10\times8.854\times10^{-14}\ \mathrm{F/cm}}=0.362\ \mathrm{V}.$$

The barrier rises from $1.25\,\Delta=0.452$ eV to $2.25\,\Delta=0.814$ eV.

**(b) Find the electron density $n_b$ at the back face, including the finite width of the channel.**

*Solution.* Take $U(0)=0$ and let $n_f$ be the density at the front. Boltzmann statistics give $n=n_fe^{-U/kT}$, so

$$\frac{dn}{dz}=-\frac{n}{kT}\frac{dU}{dz}=-\frac{qF}{kT}\,n.$$

Multiply Gauss's law by $F$ and replace $qnF$ by $-kT\,dn/dz$:

$$F\frac{dF}{dz}=-\frac{qnF}{\varepsilon}=\frac{kT}{\varepsilon}\frac{dn}{dz}.$$

Both sides are derivatives, so $F^2-2kTn/\varepsilon$ has the same value everywhere in the film. At the back this value is $F_b^2-2kTn_b/\varepsilon$. The second term is tiny because few electrons reach the back; its size is checked below. Dropping it gives

$$n=\frac{\varepsilon}{2kT}\left(F^2-F_b^2\right).$$

Insert this in Gauss's law:

$$\frac{dF}{dz}=-\frac{q}{2kT}\left(F^2-F_b^2\right).$$

To integrate, differentiate the logarithm of a suitable ratio:

$$\frac{d}{dz}\ln\frac{F-F_b}{F+F_b}=\left(\frac{1}{F-F_b}-\frac{1}{F+F_b}\right)\frac{dF}{dz}=\frac{2F_b}{F^2-F_b^2}\frac{dF}{dz}=-\frac{qF_b}{kT}.$$

The right side does not depend on $z$. With $F(0)=F_f$ the solution is

$$\frac{F-F_b}{F+F_b}=w\,e^{-qF_bz/kT},\qquad w=\frac{F_f-F_b}{F_f+F_b}.$$

The field thus approaches $F_b$ over the length $kT/(qF_b)$. At the start of the example this is $0.02585\ \mathrm{V}/(9.05\times10^4\ \mathrm{V/cm})=2.9$ nm, much less than 50 nm.

Now write $F^2-F_b^2=(F+F_b)^2\,(F-F_b)/(F+F_b)$ in the expression for $n$:

$$n=\frac{\varepsilon}{2kT}(F+F_b)^2\,w\,e^{-qF_bz/kT}.$$

At $z=d$ the factor $(F+F_b)^2$ is $4F_b^2$ to the same accuracy, so

$$n_b=\frac{2\varepsilon F_b^2}{kT}\,\frac{F_f-F_b}{F_f+F_b}\,e^{-qF_bd/kT}.$$

The dropped term can now be sized. Relative to $F_b^2$ it is

$$\frac{2kTn_b}{\varepsilon F_b^2}=4w\,e^{-qF_bd/kT}.$$

At $x=1$ the fields are in the ratio $F_f/F_b=(b+\delta)/(b-1)=2.75/1.25=2.2$, so $w=1.2/3.2=0.375$. The exponent is $0.4524/0.02585=17.5$. The dropped term is therefore about $4\times10^{-8}$ of $F_b^2$, and it is smaller still at later times.

The density itself follows by using $\varepsilon F_b=q(N_A-N)$ in one of the two field factors:

$$\frac{2\varepsilon F_b^2}{kT}=\frac{2F_b(N_A-N)}{kT/q}=\frac{2(9.05\times10^4)(5.0\times10^{11})}{0.02585}\ \mathrm{cm^{-3}}=3.50\times10^{18}\ \mathrm{cm^{-3}}.$$

Multiplying by $0.375\,e^{-17.5}$ gives $n_b=3.3\times10^{10}$ cm$^{-3}$.

The formula was tested against a numerical solution of the two differential equations for $U$ and $F$. The front density was adjusted until the field at $z=d$ had its required value. At 14 values of $x$ between 0 and 1, with the example's parameters, the largest relative difference in $n_b$ was $3\times10^{-7}$.

The full energy rise across the film is $U(d)=kT\ln(n_f/n_b)$. With $n_f=\varepsilon(F_f^2-F_b^2)/(2kT)$ this becomes

$$U(d)=qF_bd+2kT\ln\frac{F_f+F_b}{2F_b}.$$

The second term is the extra rise caused by the stronger field inside the channel, and it is not linear in $N$. It falls from $2\ln1.6=0.94$ to $2\ln(20/18)=0.21$ in units of $kT$ during the decay, while the linear term rises by $14\,kT$. The barrier is thus linear up to a correction below $kT$. That correction is kept, because it is contained in the prefactor of $n_b$.

**(c) Turn this density into a rate equation for $x$.**

*Solution.* Let $\sigma_c$ be the capture cross-section of a trapped hole and $v$ the thermal speed of electrons. One hole captures at the rate $\sigma_cvn_b$, so

$$\frac{dN}{dt}=-\sigma_cv\,n_b(N)\,N.$$

Using the equilibrium density here requires that electrons reach the back much faster than they are captured. The capture flux is $\sigma_cvNn_b$, and the drift flux that the film could supply is of order $\mu F_bn_b$. With $\mu=10$ cm$^2$/Vs and the value of $\sigma_c$ given below, their ratio is $8\times10^{-5}$ at $x=1$. It falls later, since $N$ decreases and $F_b$ increases.

Now insert the fields from part (a). The common factor $qN_0/\varepsilon$ cancels in $w$:

$$w=\frac{(b+\delta)-(b-x)}{(b+\delta)+(b-x)}=\frac{\delta+x}{2b+\delta-x}.$$

Let $\beta=\Delta/kT$. The exponent is $qF_bd/kT=\beta(b-x)$, and relative to its value at $x=1$ it has grown by $\beta(b-x)-\beta(b-1)=\beta(1-x)$. Dividing the rate equation by $N_0$ and separating the value at $x=1$ gives

$$\frac{dx}{dt}=-r\,g(x)\,e^{-\beta(1-x)},\qquad r=\sigma_cv\,n_b(x=1),$$

$$g(x)=x\left(\frac{b-x}{b-1}\right)^2\frac{\delta+x}{1+\delta}\,\frac{2b+\delta-1}{2b+\delta-x},\qquad g(1)=1.$$

The factor $x$ counts the holes that remain, and $\delta+x$ counts the channel electrons. The other two factors come from the shape of the channel. All of them vary algebraically, whereas the barrier acts through an exponential.

In the example $\beta=0.3619/0.02585=14.0$. An effective mass of $0.34$ electron masses gives $v=1.85\times10^7$ cm/s. The cross-section is set to $\sigma_c=1.0\times10^{-17}$ cm$^2$, so that

$$r=(1.0\times10^{-17})(1.845\times10^{7})(3.30\times10^{10})\ \mathrm{s^{-1}}=6.1\ \mathrm{s^{-1}},\qquad \frac1r=0.164\ \mathrm{s}.$$

**(d) Isolate the effect of the rising barrier by setting $g=1$. What decay follows, and where does this simplification fail?**

*Solution.* Let $y=1-x$ be the fraction lost. Then $dy/dt=re^{-\beta y}$, or $e^{\beta y}dy=r\,dt$. Integration from $y=0$ at $t=0$ gives

$$\frac{e^{\beta y}-1}{\beta}=rt,\qquad x=1-\frac1\beta\ln(1+\beta rt).$$

For $\beta rt\ll1$ the logarithm is $\beta rt$, and the loss is linear in time. For $\beta rt\gg1$,

$$x\simeq1-\frac1\beta\ln(\beta rt),$$

so equal factors of time bring equal losses. The loss per decade is $\ln10/\beta$, which is $2.303/14.0=16.4\%$ of the initial photoconductance in the example. The onset time is $1/(\beta r)=0.0117$ s.

The reason is visible in the rate. A loss of $1/\beta$ raises the barrier by $\Delta/\beta=kT$ and slows recombination by a factor $e$. The next equal loss then takes about $e$ times as long.

In absolute terms the loss per factor $e$ in time is

$$\frac{N_0}{\beta}=\frac{N_0kT}{\Delta}=\frac{\varepsilon kT}{q^2d},$$

or $2.9\times10^{10}$ cm$^{-2}$ here. At this level of approximation it does not depend on the initial number of holes. This separates the mechanism from another source of logarithmic decay. Suppose that the barriers are fixed but spread evenly over an energy width $W\gg kT$, with rates $\nu e^{-E/kT}$, where $\nu$ is a constant attempt rate. At time $t$ the sites with $E<kT\ln(\nu t)$ have mostly recombined, so $N$ falls by $N_0kT/W$ per factor $e$. If stronger illumination fills all these sites in proportion, that loss grows with $N_0$. A logarithmic trace at one initial filling does not distinguish the two cases.

The result with $g=1$ cannot hold for ever. It reaches $x=0$ at the finite time $(e^\beta-1)/(\beta r)$ and then turns negative. The true rate contains the factor $x$ and vanishes when no holes are left, so the end of the decay needs the full $g$.

## Second half: the full decay, its limits and its size

The remaining fraction of trapped holes, and of photoconductance, is $x=N/N_0$. The ratios $b=N_A/N_0$ and $\delta=N_d/N_0$ describe the fixed negative charge at the back and the dark electrons in the channel. The barrier rises by $\Delta=q^2N_0d/\varepsilon$ during the whole decay, and $\beta=\Delta/kT$. The first half gave

$$\frac{dx}{dt}=-r\,g(x)\,e^{-\beta(1-x)},\qquad g(x)=C\,\frac{x(b-x)^2(\delta+x)}{2b+\delta-x},$$

where the constant $C$ makes $g(1)=1$ and $r$ is the initial capture rate per hole. The fields at the front and back of the film are $F_f$ and $F_b$. With $g=1$ the solution is $x=1-\ln(1+\beta rt)/\beta$. The example has $b=2.25$, $\delta=0.50$, $\beta=14.0$ and $r=6.1$ s$^{-1}$.

**(e) Solve the full equation for $t$ as a function of $x$, and find the logarithmic slope $S=-dx/d\ln t$.**

*Solution.* The variables separate:

$$r\,dt=-\frac{e^{\beta(1-x)}}{g(x)}\,dx.$$

Integrate from the initial value 1 down to $x$, with $u$ as the integration variable. Exchanging the limits removes the minus sign:

$$rt=\int_x^1\frac{e^{\beta(1-u)}}{g(u)}\,du.$$

Since $d\ln t=dt/t$, the slope is

$$S=-t\frac{dx}{dt}=rt\,g(x)\,e^{-\beta(1-x)}.$$

Insert the integral for $rt$. The exponents combine as $\beta(1-u)-\beta(1-x)=-\beta(u-x)$, so

$$S(x)=\int_x^1e^{-\beta(u-x)}\,\frac{g(x)}{g(u)}\,du.$$

No approximation beyond the rate equation has been made. The rate $r$ has dropped out. At a given $x$, the cross-section and the thermal speed set when the loss occurs but not how much is lost per decade.

The exponential confines the integral to $u-x$ of order $1/\beta$. If $g$ changes little over that distance, and if the upper limit lies many such distances away, the integral is close to $1/\beta$.

The rate equation has now been solved for the time as an integral over $x$, and the logarithmic slope $S$ is close to $1/\beta$ when $g$ changes slowly and the onset is well past. It remains to bound $S$, follow the decay to its end, evaluate the example, and examine the roles of the barrier, the temperature and the neglected effects.

All numerical values are calculated from the stated model.
